# Counterpoise-corrected binding energies, surfaces and gradients with monomer-basis deformation, part 2

In a dimer AB each fragment borrows the other's basis functions, which falsifies the binding energy. We seek the gradient and minimum of the counterpoise-corrected surface in restricted Hartree–Fock (RHF) theory. Dimer and fragments are closed-shell; the real basis functions move rigidly with their centres; each lowest RHF solution varies smoothly.

\(R\) denotes all atomic positions, \(\mathbf R_k\) that of centre \(k\). \(E_X(R;S)\) is the energy of system X with the functions on the centres \(S\); centres outside X are ghosts, without charge or electrons. Define

\[
\delta_X=E_X(R;X)-E_X(R;AB)\ge0,\qquad
E_{CP}=E_{AB}(R;AB)+\delta_A+\delta_B .
\]

With \(\bar E_X\) the energy of the relaxed free monomer in its own basis, the uncorrected and corrected binding energies \(\Delta E_0\) and \(\Delta E_{CP}\) are \(E_{AB}(R;AB)\) and \(E_{CP}\), each minus \(\bar E_A+\bar E_B\). \(\mathbf G_X\) is the sum of the derivatives of \(E_X(R;AB)\) over its ghost centres.

Part (c) of the theorem, still to be proved, states for every atomic centre \(k\)

\[
\nabla_kE_{CP}=\nabla_kE_{AB}(R;AB)+\sum_X\big[\nabla_kE_X(R;X)-\nabla_kE_X(R;AB)\big],
\tag{3}
\]

where the last term is included also when \(k\) is a ghost for X.

For any centre coordinate \(x\), it has been proved that

\[
\frac{dE}{dx}=\sum_{\mu\nu}D_{\mu\nu}h^x_{\mu\nu}
+\tfrac12\sum_{\mu\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^x
-\sum_{\mu\nu}W_{\mu\nu}S^x_{\mu\nu}+V^x_{nn}.
\tag{5}
\]

Superscript \(x\) means differentiation at fixed coefficients. Here \(\chi_\mu\) are basis functions, \(C_{\mu i}\) the coefficients of the doubly occupied orbitals \(\varphi_i\), \(\varepsilon_i\) their energies, \(h\) kinetic energy plus nuclear attraction, \(S_{\mu\nu}\) the overlap, \((\mu\nu|\lambda\sigma)\) the repulsion between \(\chi_\mu\chi_\nu\) and \(\chi_\lambda\chi_\sigma\), \(V_{nn}\) the nuclear repulsion, and

\[
D_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i},\quad
\Gamma_{\mu\nu\lambda\sigma}=D_{\mu\nu}D_{\lambda\sigma}-\tfrac12D_{\mu\lambda}D_{\nu\sigma},\quad
W_{\mu\nu}=2\sum_i\varepsilon_iC_{\mu i}C_{\nu i}.
\]

The example is the hydrogen fluoride dimer, RHF/6-31G, optimised within planar structures; A is the hydrogen-bond donor, B the acceptor. Energies are in hartree or millihartree (also kcal/mol), lengths in bohr. At its own minimum, \(\Delta E_0=-11.9435\) millihartree. In the final table, the interaction energy is \(E_{AB}(R;AB)-\sum_XE_X(R;AB)\) and the deformation energy \(E_X(R;X)-\bar E_X\). The "two donor placements" restore the donor's free bond length among fixed ghosts, holding either fluorine or hydrogen in place.

### Lemma 4: the derivative on a ghost centre

*Let \(g\) be a ghost centre, and let \(f\) be the Fock operator of the real system. Then*

\[
\nabla_gE=-4\sum_i\sum_{\mu\in g}C_{\mu i}\,
\big\langle\nabla\chi_\mu\big|(f-\varepsilon_i)\varphi_i\big\rangle ,
\tag{6}
\]

*where \(\nabla\) inside the integral acts on the electron position.*

*Proof.* A ghost has no charge. The nuclear-attraction operator and \(V_{nn}\) do not contain its position, so what remains in equation (5) is the motion of its functions. A function that moves rigidly depends on \(\mathbf r-\mathbf R_g\), and hence \(\nabla_g\chi_\mu=-\nabla\chi_\mu\).

In \(h^x\) and \(S^x\) the moving function can stand on the left or on the right. Since the matrices are symmetric, this gives a factor 2. In the two-electron integral it can stand in four places. After the summation indices are renamed, the symmetry of the integrals and of \(D\) makes the four contributions equal, and \(4\times\tfrac12=2\). Therefore

\[
\nabla_gE=-2\sum_{\mu\in g}\sum_\nu\Big[D_{\mu\nu}\langle\nabla\chi_\mu|h|\chi_\nu\rangle
+\sum_{\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\nabla\mu\,\nu|\lambda\sigma)
-W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle\Big].
\]

Now insert \(D_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i}\) and use \(\varphi_i=\sum_\nu C_{\nu i}\chi_\nu\). The first term becomes \(2\sum_iC_{\mu i}\langle\nabla\chi_\mu|h|\varphi_i\rangle\). The Coulomb part of \(\Gamma\) adds the Coulomb operator to \(h\), because \(\sum_{\lambda\sigma}D_{\lambda\sigma}(\nabla\mu\,\nu|\lambda\sigma)\) is its matrix element between \(\nabla\chi_\mu\) and \(\chi_\nu\). In the exchange part, \(-\tfrac12D_{\mu\lambda}D_{\nu\sigma}\), the factor carrying \(\mu\) is \(D_{\mu\lambda}\). Expanding it gives \(2\sum_iC_{\mu i}\big[-\tfrac12\sum_{\nu\sigma}D_{\nu\sigma}(\nabla\mu\,\nu|\varphi_i\,\sigma)\big]\), which is minus one half of the exchange operator formed with \(D\), taken between \(\nabla\chi_\mu\) and \(\varphi_i\). The sum of the three operators is \(f\). The last term becomes \(-2\sum_i\varepsilon_iC_{\mu i}\langle\nabla\chi_\mu|\varphi_i\rangle\). With the factor \(-2\) in front, equation (6) follows.

Equation (6) shows when a ghost feels a force. If the orbitals have no component on the ghost functions, the coefficients \(C_{\mu i}\) vanish, and so does the derivative. If the orbitals satisfy \(f\varphi_i=\varepsilon_i\varphi_i\) at every point of space, the derivative vanishes as well. In a finite basis this equation holds only after projection on the basis functions. The function \(\nabla\chi_\mu\) generally lies outside their span, so the residual \((f-\varepsilon_i)\varphi_i\) can contribute. The ghost force is thus a sign of basis incompleteness. It is nevertheless a true derivative of the computed energy \(E_X(R;AB)\).

### Lemma 5: translation

*For fragment A in the dimer basis,*

\[
\sum_{k\in A}\nabla_kE_A(R;AB)+\mathbf G_A=0 .
\tag{7}
\]

*Proof.* If all real and ghost centres are shifted by the same vector, every integral keeps its value, and so does the energy. Its first derivative under this shift is the left-hand side.

The derivatives on the real atoms alone add up to \(-\mathbf G_A\), which need not vanish. In the dimer basis, the real atoms of an isolated molecule can thus feel a net force. Its counterpart acts on the ghosts.

### Proof of part (c) of the theorem

The surface \(E_{CP}\) is a sum of five differentiable functions of the same atomic positions, with fixed coefficients \(+1\) and \(-1\). Its derivative with respect to centre \(k\) is the sum of their derivatives with the same coefficients:

\[
\nabla_kE_{CP}=\nabla_kE_{AB}(R;AB)+\sum_X\big[\nabla_kE_X(R;X)-\nabla_kE_X(R;AB)\big].
\]

Each term is given by equation (5). For an atom \(k\) of fragment B, the energy \(E_A(R;A)\) does not depend on \(\mathbf R_k\), and its term is zero. The energy \(E_A(R;AB)\) does depend on \(\mathbf R_k\), through the ghost functions, and its derivative is equation (6). Hence

\[
\nabla_kE_{CP}=\nabla_kE_{AB}(R;AB)+\nabla_kE_B(R;B)-\nabla_kE_B(R;AB)
-\nabla_kE_A(R;AB),\qquad k\in B,
\tag{8}
\]

where the last term is the ghost derivative. For an atom of A the labels are exchanged. This proves part (c).

In internal coordinates \(q\), the chain rule gives \(\partial E_{CP}/\partial q=\sum_k\nabla_kE_{CP}\cdot\partial\mathbf R_k/\partial q\). A second differentiation of equation (3) shows that the matrix of second derivatives is the same signed sum, again with the ghost coordinates included.

For the five energies of the hydrogen fluoride dimer at a non-planar geometry, equation (5) was tested against finite differences along four directions. The largest discrepancy was \(5\times10^{-8}\) hartree/bohr. One direction moved the acceptor's fluorine alone, which is a ghost in \(E_A(R;AB)\). Both routes gave the derivative \(3.07\times10^{-4}\) hartree/bohr for this energy.

### What is lost without the ghost derivatives

Suppose that the ghost derivatives are left out of equation (3). Denote the resulting vector on atom \(k\) by \(\mathbf v_k\). The correct gradient contains the ghost derivatives with a minus sign, so leaving them out adds them back:

\[
\mathbf v_k=\nabla_kE_{CP}+\nabla_kE_A(R;AB)\quad(k\in B),
\]

and similarly for \(k\in A\) with \(E_B(R;AB)\). The correct gradients add up to zero by translation invariance, whence

\[
\sum_k\mathbf v_k=\mathbf G_A+\mathbf G_B .
\]

A dimer in free space would in general be assigned a net force, which no energy depending on relative positions alone can produce.

The effect on the F–F distance \(R_{FF}\) can be followed in detail. Put the donor's fluorine at the origin and the acceptor's on the positive \(x\) axis. Let \(R_{FF}\) increase by moving both acceptor atoms along \(x\). These atoms are the ghosts of A, so the false derivative is

\[
\Big(\frac{\partial E_{CP}}{\partial R_{FF}}\Big)_{\text{false}}
=\frac{\partial E_{CP}}{\partial R_{FF}}+G_{A,x}.
\]

At the corrected minimum the first term on the right is zero within the convergence of the optimisation, and \(G_{A,x}=0.359\) millihartree/bohr. The false derivative should therefore be 0.359 millihartree/bohr, and this is the computed value. Being positive, it would drive the acceptor inward from the true minimum. The derivatives of \(E_A(R;AB)\) on the real donor atoms add up to \(-0.359\) millihartree/bohr in the \(x\) direction, as equation (7) requires.

### Proposition: the two minima compared

Write \(\delta=\delta_A+\delta_B\). Let \(R_0\) minimise \(E_{AB}(R;AB)\) and let \(R_C\) minimise \(E_{CP}\) within the same region of geometries. *Then*

\[
\Delta E_0(R_0)\le\Delta E_{CP}(R_C)\le\Delta E_{CP}(R_0),\qquad
\delta(R_C)\le\delta(R_0),
\tag{9}
\]

*where \(\Delta E_0\) is the uncorrected binding energy.*

*Proof.* By the definition of \(R_0\), and because \(\delta\ge0\),

\[
E_{AB}(R_0;AB)\le E_{AB}(R_C;AB)\le E_{AB}(R_C;AB)+\delta(R_C)=E_{CP}(R_C).
\]

Subtracting \(\bar E_A+\bar E_B\) gives the first inequality. The second is the definition of \(R_C\). Written out, it reads

\[
E_{AB}(R_C;AB)+\delta(R_C)\le E_{AB}(R_0;AB)+\delta(R_0).
\]

Since \(E_{AB}(R_C;AB)-E_{AB}(R_0;AB)\ge0\), the inequality for \(\delta\) follows.

A correction applied once, at the uncorrected minimum, thus gives a binding that is no stronger than the binding at the minimum of the corrected surface. The optimisation trades some uncorrected energy for a smaller superposition term.

The direction of the first step is also known. If \(R_0\) is an interior minimum, the gradient of \(E_{AB}\) vanishes there, and \(\nabla E_{CP}(R_0)=\nabla\delta(R_0)\). If \(\delta\) falls with increasing separation, the corrected surface falls outward. For a small displacement \(\Delta q\) in internal coordinates, the condition \(0=\nabla E_{CP}(q_0+\Delta q)\) becomes, to first order,

\[
\Delta q\approx-H^{-1}\,\nabla\delta(q_0),
\tag{10}
\]

with \(H\) the matrix of second derivatives of \(E_{CP}\) at \(q_0\), assumed invertible. Because \(H\) couples the coordinates, the slope along one coordinate does not by itself fix the final change of that coordinate.

### Worked example: geometry and energy balance

At the uncorrected minimum of the hydrogen fluoride dimer, the derivative of \(E_{CP}\) with respect to \(R_{FF}\) is \(-0.83\) millihartree/bohr, so the corrected surface falls outward. Optimisation on it changes the F–F distance from 5.114 to 5.179 bohr, or from 2.706 to 2.740 angstrom.

The angles change more visibly. Measure the direction of each F–H bond from the direction that points from the donor's to the acceptor's fluorine. The acceptor angle falls from 54° to 37°, and the donor angle changes from \(-8^\circ\) to \(-4^\circ\). The opposite signs mean that the two hydrogens lie on opposite sides of the F–F line. The dimer thus becomes more nearly linear. The donor bond changes from 1.749 to 1.750 bohr and the acceptor bond from 1.744 to 1.743 bohr. The corrected structure is not thereby closer in every coordinate to that of a better basis. The uncorrected RHF minimum in aug-cc-pVDZ has an F–F distance of about 5.34 bohr and an acceptor angle of about 61°, so the correction in 6-31G moves the distance toward these values and the angle away from them.

The energy balance follows the proof of the proposition. At the uncorrected minimum \(\delta=2.1805\) millihartree, and the single-point correction gives

\[
\Delta E_{CP}(R_0)=-11.9435+2.1805=-9.7630\ \text{millihartree},
\]

or \(-6.13\) kcal/mol. At the corrected minimum \(\delta=1.804\) and \(\Delta E_{CP}=-9.965\) millihartree. The uncorrected binding energy at that geometry is therefore \(-9.965-1.804=-11.769\) millihartree. In moving from \(R_0\) to \(R_C\), the uncorrected energy rises by 0.175 millihartree, while \(\delta\) falls by 0.377 millihartree. The net gain is 0.202 millihartree, or 0.13 kcal/mol. A considerable change of the acceptor angle thus accompanies a small change of the binding energy.

Energies alone, computed at three F–F distances with the other coordinates fixed, locate the minimum at 5.179 bohr, in agreement with the gradient. The second derivatives at the corrected minimum were tested to be positive in all planar internal directions. Reflection in the molecular plane makes the out-of-plane gradient vanish, so the structure is stationary in all directions. Its curvature out of the plane was not examined.

### Where the result fails

The surface depends on the assignment of atoms and electrons to fragments. If a proton passes from one molecule to the other, the fragments that describe the reactants differ from those that describe the products. The two assignments define different functions \(E_{CP}\), which need not agree in between. The correction then gives no unique surface for the whole reaction.

The gradient formula also requires each of the five solutions to be followed smoothly. If one calculation changes to another RHF solution, \(E_{CP}\) can acquire a jump or a kink, even when the dimer energy itself is smooth. Finally, equation (5) rests on the stationarity of the RHF energy with respect to the orbitals. For a method without this property, the signed sum in equation (3) still holds wherever the energies are differentiable, but each gradient must also include the response of the orbitals.

## Computed results

```
HF dimer, RHF/6-31G; A = donor, B = acceptor
largest gradient error, five terms: 4.6e-08 hartree/bohr
trial ghost-F x derivative of E_A(AB), formula: 0.0003074 hartree/bohr
same, finite difference: 0.0003074 hartree/bohr
relaxed monomer bond: 1.7402 bohr
relaxed monomer energy: -99.9834255 hartree
uncorrected minimum, donor bond: 1.7487 bohr
uncorrected minimum, acceptor bond: 1.7441 bohr
uncorrected minimum, F-F distance: 5.114 bohr
uncorrected minimum, F-F distance: 2.706 angstrom
uncorrected minimum, donor angle a: -8.3 degree
uncorrected minimum, acceptor angle b: 54.0 degree
corrected minimum, donor bond: 1.7496 bohr
corrected minimum, acceptor bond: 1.7433 bohr
corrected minimum, F-F distance: 5.179 bohr
corrected minimum, F-F distance: 2.740 angstrom
corrected minimum, donor angle a: -3.7 degree
corrected minimum, acceptor angle b: 36.9 degree
corrected minimum, E_AB(AB): -199.9786199 hartree
corrected minimum, E_A(A): -99.9833983 hartree
corrected minimum, E_B(B): -99.9834225 hartree
corrected minimum, E_A(AB): -99.9839089 hartree
corrected minimum, E_B(AB): -99.9847155 hartree
corrected minimum, E_CP: -199.9768163 hartree
delta_A at corrected minimum: 0.5106 millihartree
delta_B at corrected minimum: 1.2929 millihartree
delta_A+delta_B at uncorrected minimum: 2.1805 millihartree
interaction energy, dimer basis: -9.9955 millihartree
deformation of A, monomer basis: 0.0272 millihartree
deformation of B, monomer basis: 0.0030 millihartree
uncorrected binding, own minimum: -11.9435 millihartree
uncorrected binding, own minimum: -7.495 kcal/mol
corrected binding, uncorrected minimum: -9.7630 millihartree
corrected binding, uncorrected minimum: -6.126 kcal/mol
corrected binding, corrected minimum: -9.9653 millihartree
corrected binding, corrected minimum: -6.253 kcal/mol
dE_CP/dR at uncorrected minimum: -0.8289 millihartree/bohr
dE_CP/dR at corrected minimum: -0.0000 millihartree/bohr
same without ghost derivatives: 0.3589 millihartree/bohr
E_A(AB) x derivative, sum over real atoms: -0.3590 millihartree/bohr
E_A(AB) x derivative, sum over ghosts: 0.3590 millihartree/bohr
F-F distance from energies alone: 5.179 bohr
shift between two donor placements: 0.00943 bohr
energy change between placements: -3.438 microhartree
same from ghost derivatives: -3.438 microhartree
delta_A+delta_B, aug-cc-pVDZ: 0.4363 millihartree
delta_A+delta_B at R = 40 bohr: 7.1e-14 hartree
corrected binding at R = 40 bohr: -0.0256 millihartree
```
